# Hellmann-Feynman force and Pulay term for H2+ in Gaussian bases

## Problem

The ion H$_2^+$ has clamped nuclei A at $z=0$ and B at $z=R$. In Hartree atomic units its Hamiltonian, nuclear repulsion included, is

$$H=-\tfrac12\nabla^2-\frac1{r_A}-\frac1{r_B}+\frac1R .$$

Each nucleus carries four uncontracted s Gaussians $e^{-ar^2}$ with $a=0.2,\ 0.8,\ 3.2,\ 12.8$ bohr$^{-2}$. The functions move with their nucleus. The energy $E(R)$ is the lowest variational energy in this basis, and $\psi$ is the corresponding normalized real wavefunction.

Nucleus B is moved while A stays fixed. The Hellmann-Feynman slope is the expectation value

$$G=\langle\psi|\partial H/\partial R|\psi\rangle ,$$

and the Pulay term is what it misses, $P=dE/dR-G$. Forces are minus slopes, so a positive slope means attraction. The "true slope" is that of the energy in the chosen basis, not that of the exact energy.

1. How large is $P$ in the s basis?
2. Each s function is now joined by a $p_z$ function of the same exponent. Which part of $P$ disappears, which part survives, and how large is the remainder?

## First estimate by scaling

First, $G$ is needed explicitly. Since $r_B^2=x^2+y^2+(z-R)^2$, we have $\partial r_B/\partial R=-(z-R)/r_B$. Therefore

$$\frac{\partial}{\partial R}\left(-\frac1{r_B}\right)=\frac1{r_B^2}\frac{\partial r_B}{\partial R}=-\frac{z-R}{r_B^3},$$

$$G=-\frac1{R^2}-\left\langle\psi\left|\frac{z-R}{r_B^3}\right|\psi\right\rangle .$$

An electron between the nuclei has $z<R$ and contributes positively: it pulls B towards A.

Let $R$ be much larger than an atom. The ground state is even under exchange of the nuclei, so half an electron sits on each. In an s basis both clouds are spherical, and their overlap is neglected.

- The cloud on B exerts no force on its own nucleus, by symmetry.
- The half electron on A acts on B like a point charge and contributes $+1/(2R^2)$ to the slope. With the nuclear term, $G\approx-1/R^2+1/(2R^2)=-1/(2R^2)$.
- In the energy, each half electron feels the other nucleus as $-1/R$. With $E_1$ the energy of one atom in this basis, $E\approx E_1-\frac1{2R}-\frac1{2R}+\frac1R=E_1$. The true slope is zero.

Hence

$$P\approx0-\left(-\frac1{2R^2}\right)=\frac1{2R^2}.$$

This is the pull of nucleus A on the half electron that rides with B. The energy contains that pull, because the cloud is carried along with B. The force on the bare nucleus does not, because a spherical cloud cannot hand it on.

At $R=2$ bohr the estimate gives $P\approx1/8=0.125$ hartree/bohr. The clouds overlap strongly there, so only the order of magnitude can be trusted. A p function lets the cloud on B become lopsided and pull its nucleus, so $P$ should fall. The estimate does not say how far.

## Exact solution

**The slope.** Write $\psi=\sum_ic_i\chi_i$, with matrices $\mathbf H$ and $\mathbf S$ of elements $\langle\chi_i|H|\chi_j\rangle$ and $\langle\chi_i|\chi_j\rangle$. The variational solution obeys

$$(\mathbf H-E\mathbf S)\mathbf c=0,\qquad \mathbf c^T\mathbf S\mathbf c=1 .$$

Differentiate $\mathbf c^T(\mathbf H-E\mathbf S)\mathbf c=0$ with respect to $R$, a dot marking the derivative:

$$2\dot{\mathbf c}^T(\mathbf H-E\mathbf S)\mathbf c+\mathbf c^T(\dot{\mathbf H}-E\dot{\mathbf S})\mathbf c-\dot E\,\mathbf c^T\mathbf S\mathbf c=0 .$$

The first term vanishes by the variational equation, and the last is $-\dot E$ by normalization. So $\dot E=\mathbf c^T(\dot{\mathbf H}-E\dot{\mathbf S})\mathbf c$. The product rule gives

$$\dot H_{ij}=\langle\dot\chi_i|H|\chi_j\rangle+\langle\chi_i|H|\dot\chi_j\rangle+\langle\chi_i|\partial H/\partial R|\chi_j\rangle ,$$

$$\dot S_{ij}=\langle\dot\chi_i|\chi_j\rangle+\langle\chi_i|\dot\chi_j\rangle .$$

The functions are real and $H$ is Hermitian, so the two terms with a moving function are equal after summation with $c_ic_j$. The last term of $\dot H_{ij}$ sums to $G$. What remains is

$$P=2\sum_{i\in B}c_i\,\langle\dot\chi_i|H-E|\psi\rangle .$$

Functions on A do not move and drop out. If no basis function moved, $P$ would be zero.

**What the basis can cancel.** Row $j$ of the variational equation reads

$$\langle\chi_j|H-E|\psi\rangle=0\quad\text{for every }\chi_j\text{ in the basis.}$$

Any part of $\dot\chi_i$ that lies in the span of the basis therefore contributes nothing to $P$.

Let $u=z-R$ and $\chi_n=u^ne^{-ar_B^2}$, so that $n=0$ is an s function and $n=1$ a $p_z$ function. Since $\dot u=-1$ and $\partial(r_B^2)/\partial R=-2u$,

$$\dot\chi_n=-n\,u^{n-1}e^{-ar_B^2}+2a\,u^{n+1}e^{-ar_B^2}=2a\,\chi_{n+1}-n\,\chi_{n-1}.$$

For an s function $\dot\chi_0=2a\chi_1$, a $p_z$ function of the same exponent. In the s basis it is missing, so the s contributions to $P$ need not vanish.

With the matching p functions present, every s contribution vanishes. The p functions move too: $\dot\chi_1=2a\chi_2-\chi_0$. Here $\chi_0$ is in the basis and drops out, while $\chi_2$ is not. The remainder is

$$P_{s+p}=2\sum_{p\in B}c_p\,2a_p\,\langle u^2e^{-a_pr_B^2}|H-E|\psi\rangle .$$

It is a sum of products of two factors: the amount of p function in $\psi$, and the error of $\psi$ as seen by the missing $u^2$ function. Nothing in the algebra forces this sum below the old $P$ in every basis. That the Pulay term shrinks must be shown by calculation.

**Evaluating the integrals.** For a function on either nucleus, let $u$ and $r$ be measured from its own centre. The product rule for $\nabla^2(u^ne^{-ar^2})$ has three parts: $n(n-1)u^{n-2}$ from the power, $2\,(nu^{n-1})(-2au)=-4an\,u^n$ from the cross term, and $(4a^2r^2-6a)u^n$ from the Gaussian, each times $e^{-ar^2}$. This fixes $H\chi$. In two-centre coordinates

$$r_A=\tfrac R2(\xi+\eta),\qquad r_B=\tfrac R2(\xi-\eta),$$

with $\xi\ge1$ and $|\eta|\le1$, the volume element after the azimuthal integral is $2\pi(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta=\pi R\,r_Ar_B\,d\xi\,d\eta$. The factor $r_Ar_B$ cancels the poles of the potential, and plain Gauss-Legendre quadrature suffices for $\mathbf H$, $\mathbf S$ and $P$. For $G$, use spherical coordinates about B, where $(z-R)/r_B^3=\cos\theta/r_B^2$ and the volume element removes $1/r_B^2$.

**Result at $R=2$ bohr**, slopes in hartree/bohr:

| basis | $dE/dR$ | $G$ | $P$ |
|---|---|---|---|
| s | $+0.00188$ | $-0.08406$ | $+0.08593$ |
| s+p | $+0.00019$ | $-0.00163$ | $+0.00181$ |

The matching p functions reduce $P$ by a factor of 47, from 4.42 to 0.093 eV/Å.

The parts of $G$ show how. In the order nuclear repulsion, density on A, overlap density, density on B,

$$G_s=-0.2500+0.0759+0.0900+0=-0.0841,$$

$$G_{s+p}=-0.2500+0.0793+0.1168+0.0523=-0.0016 .$$

The density on B gives zero in the s basis because $\int_{-1}^{1}\cos\theta\,d\cos\theta=0$. With p functions it contains products of s and p that are odd in $u$, and these pull the nucleus. Of the total rise in $G$, 0.0824, this part supplies 0.0523 and the overlap density 0.0268.

A small Pulay term is still not a negligible one. This distance lies close to the energy minimum, where the true slope nearly vanishes. In the s+p basis the remaining $P$ is about ten times the true slope, and $G$ has the wrong sign. That ratio is specific to this basis, since the slope itself is not converged: aug-cc-pV5Z gives $+0.00028$ in place of $+0.00019$.

**Is it the p character that matters?** Two controls at $R=2$ bohr answer this.

- Adding four more s functions per nucleus, with doubled exponents, instead of the four p functions leaves $P=0.0784$, a reduction of only 9%. Even-tempered sets of 10 and 14 s functions still give $P=0.078$. The s basis lacks the right shape, not merely enough functions.
- Adding p functions with doubled exponents gives $P=0.0024$. The s functions now contribute 0.0010 of this, whereas with matching exponents their part is zero to rounding. Exact cancellation is guaranteed when the derivatives lie in the span, and it is lost with these mismatched exponents; here most of the reduction survives an imperfect match.

Adding $\chi_2$ functions of the same exponents as well removes the p contributions by the same argument and moves the gap to $\chi_3$. The result is $P=-0.00008$, smaller again and of opposite sign.

## Comparison

The estimate $1/(2R^2)$ stands beside the computed Pulay terms, in hartree/bohr:

| $R$ (bohr) | $1/(2R^2)$ | $P$, s | $P$, s+p |
|---|---|---|---|
| 1.5 | 0.2222 | 0.0903 | 0.0011 |
| 2 | 0.1250 | 0.0859 | 0.0018 |
| 3 | 0.0556 | 0.0537 | 0.0023 |
| 4 | 0.0313 | 0.0399 | 0.0010 |
| 6 | 0.0139 | 0.0199 | 0.0017 |

At $R=12$ bohr the s basis gives $R^2P=0.5002$ and $R^2G=-0.5000$ hartree bohr, against the predicted $\pm\frac12$. The long-range law holds there to better than 0.1% in this basis, whose slope at 12 bohr is only $1.5\times10^{-6}$ hartree/bohr. A larger s set, 14 functions reaching down to $a=0.04$, keeps a slope of $4.5\times10^{-5}$ and gives $R^2P=0.504$ and $R^2G=-0.497$; at 16 bohr its deviation is below 0.1%.

Between 1.5 and 6 bohr the estimate gives the right order of magnitude but not the right curve. It is too large up to 3 bohr and too small at 4 and 6 bohr, so the close agreement at 3 bohr is a crossing and no sign of accuracy. Since $P=dE/dR-G$, the discrepancy splits into the two quantities that the estimate simplified:

$$P-\frac1{2R^2}=\frac{dE}{dR}-\left(G+\frac1{2R^2}\right).$$

At 2 bohr this is $0.0019-0.0409=-0.0391$ (from unrounded values): the electrons pull B more strongly than half a point charge on A would, so less is missing from $G$. At 6 bohr it is $0.00761-0.00155=+0.00606$: the bond still has a slope, which the estimate set to zero, and $G$ misses most of it.

The consequence for the s basis is qualitative. At 2, 3, 4 and 6 bohr its energy slope is positive, so the nuclei attract, while $G$ is negative and reports repulsion. With p functions $G$ has the sign of the true slope at every tabulated distance except 2 bohr. Farther out, at distances sampled from 10 to 16 bohr, the true slope is smaller than the remaining $P$, and $G$ has the wrong sign again.

The reduction factor of $P$ is not uniform. It is 84 at 1.5 bohr, 23 at 3 bohr and 12 at 6 bohr, and the remainder does not fall steadily with $R$. These values belong to the chosen exponents: at 2 bohr, five other even-tempered sets of four to nine exponents give factors from 35 to 71, with $P$ from 0.077 to 0.084 in the s basis and from 0.0011 to 0.0022 in the s+p basis. What carries over to other uncontracted s+p bases is the cancellation rule: matching p functions remove the s part of $P$, and the motion of the p functions themselves leaves the rest. For forces consistent with the computed energy, $P$ must be added to $G$ in either basis. The numerical check compares this sum with finite-difference slopes obtained from separately evaluated analytic integrals.

## Table of computed values

```
exponents (bohr^-2): [0.2, 0.8, 3.2, 12.8]
main distance R = 2.0 bohr; E in hartree, slopes in hartree/bohr
s        E=-0.587746 dE/dR=+0.001876 G=-0.084057 P=+0.085933
s+p      E=-0.600895 dE/dR=+0.000186 G=-0.001627 P=+0.001813
s+p+u2   E=-0.601229 dE/dR=-0.000482 G=-0.000405 P=-0.000077
8s       E=-0.590554 dE/dR=+0.001719 G=-0.076654 P=+0.078373
s+p(2a)  E=-0.600814 dE/dR=+0.000250 G=-0.002155 P=+0.002405
nuclear part of G: -0.250000 hartree/bohr
electronic parts of G (hartree/bohr): on A, overlap, on B
s        +0.075912 +0.090031 +0.000000
s+p      +0.079301 +0.116796 +0.052276
P by s exponent, s basis (hartree/bohr): +0.011494 +0.059996 +0.011337 +0.003106
P by p exponent, s+p basis (hartree/bohr): +0.000056 +0.001690 +0.000094 -0.000028
largest s-function part of P, s+p basis: 1.6e-14 hartree/bohr
sum of s-function parts of P, s+p(2a): +0.000996 hartree/bohr
largest s-function part of P, s+p(2a): 0.000856 hartree/bohr
|P(s)|/|P(s+p)| at R = 2.0 bohr: 47.40
P(s) = +4.4189 eV/angstrom
P(s+p) = +0.0932 eV/angstrom
distance table: R in bohr, slopes in hartree/bohr
R=1.5 s    dE/dR=-0.095809 G=-0.186086 P=+0.090277
R=1.5 s+p  dE/dR=-0.104065 G=-0.105139 P=+0.001074
R=2.0 s    dE/dR=+0.001876 G=-0.084057 P=+0.085933
R=2.0 s+p  dE/dR=+0.000186 G=-0.001627 P=+0.001813
R=3.0 s    dE/dR=+0.030321 G=-0.023406 P=+0.053728
R=3.0 s+p  dE/dR=+0.034137 G=+0.031833 P=+0.002304
R=4.0 s    dE/dR=+0.026319 G=-0.013536 P=+0.039855
R=4.0 s+p  dE/dR=+0.028013 G=+0.027001 P=+0.001013
R=6.0 s    dE/dR=+0.007607 G=-0.012339 P=+0.019946
R=6.0 s+p  dE/dR=+0.009848 G=+0.008186 P=+0.001661
s basis, R = 12.0 bohr: dE/dR = +1.53e-06 hartree/bohr
  G = -0.003472, P = +0.003474 hartree/bohr
  R^2 G = -0.50000, R^2 P = +0.50022 hartree bohr
largest |G + P - dE/dR| over all cases: 3.7e-09 hartree/bohr
```
